# Coulomb repulsion of two electrons in a Dirac 1s orbital: a program that tests the result

```python
"""
Result under test, for two electrons in the Dirac 1s orbital of a point nucleus:
    F0(1s,1s) = (Z/gamma) * [1 - R(gamma)],
    R(gamma)  = Gamma(4 gamma + 1) / (2**(4 gamma) * Gamma(2 gamma + 1)**2),
which becomes 5 Z / 8 at gamma = 1.
Symbols: Z nuclear charge, alpha fine-structure constant, c = 1/alpha,
gamma = sqrt(1 - (Z alpha)**2), P and Q large and small radial functions,
F0 = double integral of D(r) D(s) / max(r, s) with D = P**2 + Q**2.
Hartree atomic units are used unless a label says otherwise.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gammainc
from sympy.physics.wigner import clebsch_gordan

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]


def gamma_of(Z):
    return math.sqrt(1.0 - (Z * alpha) ** 2)


def ratio_R(g):
    return math.gamma(4 * g + 1) / (2 ** (4 * g) * math.gamma(2 * g + 1) ** 2)


def F0_formula(Z):
    g = gamma_of(Z)
    return Z / g * (1.0 - ratio_R(g))


def make_orbital(Z):
    g = gamma_of(Z)
    norm = math.sqrt((2 * Z) ** (2 * g + 1) / (2 * math.gamma(2 * g + 1)))
    large = norm * math.sqrt(1 + g)
    small = -norm * math.sqrt(1 - g)

    def P(r):
        return large * r ** g * math.exp(-Z * r)

    def Q(r):
        return small * r ** g * math.exp(-Z * r)

    return P, Q


def integrate(function, lower, upper, relative=1e-10):
    return quad(function, lower, upper, epsabs=0.0, epsrel=relative, limit=200)[0]


def F0_quadrature(Z, keep_small=True):
    """Double integral from the definition, split where the two radii are equal."""
    P, Q = make_orbital(Z)
    cutoff = 40.0 / Z

    def density(r):
        return P(r) ** 2 + (Q(r) ** 2 if keep_small else 0.0)

    def potential(r):
        inside = integrate(density, 0.0, r) / r
        outside = integrate(lambda s: density(s) / s, r, cutoff)
        return inside + outside

    return integrate(lambda r: density(r) * potential(r), 0.0, cutoff, 1e-9)


# Orbital: radial Dirac equations by finite differences, norm and moments by quadrature
charges = [1, 45, 80, 120]
kappa = -1
for Z in charges:
    P, Q = make_orbital(Z)
    g = gamma_of(Z)
    W = g * c ** 2
    for scaled_radius in (0.2, 1.0, 3.0):
        r = scaled_radius / Z
        h = 1e-5 * r
        dP = (P(r + h) - P(r - h)) / (2 * h)
        dQ = (Q(r + h) - Q(r - h)) / (2 * h)
        rhs_P = -kappa * P(r) / r + (W + c ** 2 + Z / r) * Q(r) / c
        rhs_Q = kappa * Q(r) / r - (W - c ** 2 + Z / r) * P(r) / c
        assert abs(dP - rhs_P) < 1e-7 * Z * abs(P(r))
        assert abs(dQ - rhs_Q) < 1e-7 * Z * abs(Q(r))
    moments = [integrate(lambda r: (P(r) ** 2 + Q(r) ** 2) * r ** k, 0.0, 40.0 / Z)
               for k in (0, -1, 1)]
    expected = [1.0, Z / g, (2 * g + 1) / (2 * Z)]
    assert np.allclose(moments, expected, rtol=1e-8, atol=0.0)

# Spin-angular functions with j = 1/2: spherical direct density, zero exchange density
half = sp.Rational(1, 2)


def harmonic(l, m, theta, phi):
    if l == 0:
        return 1 / math.sqrt(4 * math.pi)
    if m == 0:
        return math.sqrt(3 / (4 * math.pi)) * math.cos(theta)
    return -m * math.sqrt(3 / (8 * math.pi)) * math.sin(theta) * np.exp(1j * m * phi)


def spinor(l, mj, theta, phi):
    components = []
    for ms in (half, -half):
        ml = int(mj - ms)
        if abs(ml) > l:
            components.append(0.0)
        else:
            coefficient = float(clebsch_gordan(l, half, half, ml, ms, mj))
            components.append(coefficient * harmonic(l, ml, theta, phi))
    return np.array(components, dtype=complex)


for theta, phi in ((0.3, 0.9), (1.2, 2.5), (2.6, 5.1)):
    for l in (0, 1):
        up = spinor(l, half, theta, phi)
        down = spinor(l, -half, theta, phi)
        assert abs(np.vdot(up, up) - 1 / (4 * math.pi)) < 1e-13
        assert abs(np.vdot(down, down) - 1 / (4 * math.pi)) < 1e-13
        assert abs(np.vdot(up, down)) < 1e-13

# The two companion integrals over the ratio of radii
for g in (0.4, 0.75, 1.0):
    J = integrate(lambda t: t ** (2 * g) * (1 + t) ** (-4 * g - 1), 0.0, 1.0)
    K = integrate(lambda t: t ** (2 * g - 1) * (1 + t) ** (-4 * g - 1), 0.0, 1.0)
    beta = math.gamma(2 * g + 1) ** 2 / (2 * g * math.gamma(4 * g + 1))
    assert abs(J + K - beta) < 1e-8
    assert abs(K - J - 2 ** (-4 * g) / (2 * g)) < 1e-8

# Final formula against the double integral built from P and Q
quadrature = {Z: F0_quadrature(Z) for Z in charges}
for Z in charges:
    assert abs(quadrature[Z] / F0_formula(Z) - 1) < 1e-7

# Nonrelativistic value by symbolic integration of the Schroedinger 1s density
Zs, rs, ss = sp.symbols("Z r s", positive=True)
schroedinger = 4 * Zs ** 3 * rs ** 2 * sp.exp(-2 * Zs * rs)
enclosed = sp.integrate(schroedinger.subs(rs, ss), (ss, 0, rs))
F0_symbolic = sp.integrate(sp.expand(2 * schroedinger / rs * enclosed), (rs, 0, sp.oo))
R_at_one = sp.gamma(5) / (2 ** 4 * sp.gamma(3) ** 2)
assert sp.simplify(F0_symbolic - Zs * (1 - R_at_one)) == 0
assert sp.simplify(F0_symbolic - sp.Rational(5, 8) * Zs) == 0

# Weak-field coefficient and strong-field limit in high precision
mp.mp.dps = 50


def F0_over_Z_precise(g):
    R = mp.gamma(4 * g + 1) / (mp.mpf(2) ** (4 * g) * mp.gamma(2 * g + 1) ** 2)
    return (1 - R) / g


x = mp.mpf("1e-5")
weak_numeric = (F0_over_Z_precise(mp.sqrt(1 - x ** 2)) - mp.mpf(5) / 8) / x ** 2
weak_coefficient = 0.75 * (1 - math.log(2))
assert abs(float(weak_numeric) - weak_coefficient) < 1e-8
strong_numeric = float(F0_over_Z_precise(mp.mpf("1e-12")))
assert abs(strong_numeric - 4 * math.log(2)) < 1e-9

# Contraction: every sphere encloses more charge than in the nonrelativistic orbital
scaled_grid = np.linspace(0.05, 12.0, 240)
for Z in charges[1:]:
    relativistic = gammainc(2 * gamma_of(Z) + 1, scaled_grid)
    nonrelativistic = gammainc(3.0, scaled_grid)
    assert np.all(relativistic > nonrelativistic)
    assert quadrature[Z] > 5 * Z / 8

# Worked example: two 1s electrons at a rhodium nucleus
Z = 45
g = gamma_of(Z)
F0 = F0_formula(Z)
F0_nonrel = 5 * Z / 8
large_only = F0_quadrature(Z, keep_small=False)
assert abs(large_only / (F0 * ((1 + g) / 2) ** 2) - 1) < 1e-7
two_term = Z * (5 / 8 + weak_coefficient * (Z * alpha) ** 2)

print("Test charges: F0 in hartree")
for charge in charges:
    print(f"  Z = {charge:3d}  gamma = {gamma_of(charge):.6f}  "
          f"quadrature = {quadrature[charge]:.6f}  formula = {F0_formula(charge):.6f}")
print(f"Weak-field coefficient of (Z alpha)^2 in F0/Z = {weak_coefficient:.6f} hartree")
print(f"Strong-field limit of F0/Z, numerical = {strong_numeric:.6f} hartree")
print("Rhodium nucleus, two 1s electrons")
print(f"  Z = {Z} (dimensionless)")
print(f"  alpha = {alpha:.10f} (dimensionless)")
print(f"  Z alpha = {Z * alpha:.6f} (dimensionless)")
print(f"  gamma = {g:.6f} (dimensionless)")
print(f"  Gamma(4 gamma + 1) = {math.gamma(4 * g + 1):.6f} (dimensionless)")
print(f"  Gamma(2 gamma + 1) = {math.gamma(2 * g + 1):.6f} (dimensionless)")
print(f"  2^(4 gamma) = {2 ** (4 * g):.6f} (dimensionless)")
print(f"  R(gamma) = {ratio_R(g):.6f} (dimensionless)")
print(f"  bracket 1 - R = {1 - ratio_R(g):.6f} (dimensionless)")
print(f"  mean 1/r = Z/gamma = {Z / g:.6f} 1/bohr")
print(f"  mean 1/r, nonrelativistic = {Z:.6f} 1/bohr")
print(f"  mean r = {(2 * g + 1) / (2 * Z):.6f} bohr")
print(f"  mean r, nonrelativistic = {3 / (2 * Z):.6f} bohr")
print(f"  F0 = {F0:.6f} hartree")
print(f"  F0 = {F0 * hartree_in_ev:.3f} eV")
print(f"  5Z/8 = {F0_nonrel:.6f} hartree")
print(f"  F0 - 5Z/8 = {F0 - F0_nonrel:.6f} hartree")
print(f"  F0 - 5Z/8 = {(F0 - F0_nonrel) * hartree_in_ev:.3f} eV")
print(f"  relative rise of F0 = {100 * (F0 / F0_nonrel - 1):.3f} percent")
print(f"  relative rise of mean 1/r = {100 * (1 / g - 1):.3f} percent")
print(f"  two-term expansion of F0 = {two_term:.6f} hartree")
print(f"  F0 minus two-term expansion = {F0 - two_term:.6f} hartree")
print(f"  small-component norm (1 - gamma)/2 = {(1 - g) / 2:.6f} (dimensionless)")
print(f"  F0 with Q dropped, not renormalized = {large_only:.6f} hartree")
print(f"  change from dropping Q = {100 * (large_only / F0 - 1):.3f} percent")
print("checks complete")
```

It prints:

```
Test charges: F0 in hartree
  Z =   1  gamma = 0.999973  quadrature = 0.625012  formula = 0.625012
  Z =  45  gamma = 0.944545  quadrature = 29.324597  formula = 29.324597
  Z =  80  gamma = 0.811906  quadrature = 58.095562  formula = 58.095562
  Z = 120  gamma = 0.482888  quadrature = 122.577137  formula = 122.577137
Weak-field coefficient of (Z alpha)^2 in F0/Z = 0.230140 hartree
Strong-field limit of F0/Z, numerical = 2.772589 hartree
Rhodium nucleus, two 1s electrons
  Z = 45 (dimensionless)
  alpha = 0.0072973526 (dimensionless)
  Z alpha = 0.328381 (dimensionless)
  gamma = 0.944545 (dimensionless)
  Gamma(4 gamma + 1) = 17.279228 (dimensionless)
  Gamma(2 gamma + 1) = 1.809891 (dimensionless)
  2^(4 gamma) = 13.719743 (dimensionless)
  R(gamma) = 0.384480 (dimensionless)
  bracket 1 - R = 0.615520 (dimensionless)
  mean 1/r = Z/gamma = 47.641966 1/bohr
  mean 1/r, nonrelativistic = 45.000000 1/bohr
  mean r = 0.032101 bohr
  mean r, nonrelativistic = 0.033333 bohr
  F0 = 29.324597 hartree
  F0 = 797.963 eV
  5Z/8 = 28.125000 hartree
  F0 - 5Z/8 = 1.199597 hartree
  F0 - 5Z/8 = 32.643 eV
  relative rise of F0 = 4.265 percent
  relative rise of mean 1/r = 5.871 percent
  two-term expansion of F0 = 29.241759 hartree
  F0 minus two-term expansion = 0.082838 hartree
  small-component norm (1 - gamma)/2 = 0.027727 (dimensionless)
  F0 with Q dropped, not renormalized = 27.720958 hartree
  change from dropping Q = -5.469 percent
checks complete
```
